Carrier multiplication and the detailed-balance limit of a solar cell

**The question**

A photon of energy E is absorbed in a semiconductor of gap Eg. In an ordinary cell it yields one electron-hole pair. In an ideal multiplying cell it yields as many pairs as energy conservation permits,

m(E) = floor(E/Eg).

The cell is at Tc = 300 K, so that kTc = 0.02585 eV. It absorbs every photon with E ≥ Eg, has a perfect back mirror, and emits from its front into a hemisphere. Carriers are collected without resistance. The only recombination is radiative, including the reverse of multiplication, in which m pairs produce one photon. Ambient radiation is at Tc.

One sun means an irradiance P = 1000 W/m² with the spectral shape of a blackbody at Ts = 5800 K. Let φ(E) be its photon flux per unit energy and N(E) the flux of photons with energy above E. V is the cell voltage, q the elementary charge, and v = qV/kTc.

**(a) Express the generation rate of pairs through N, and evaluate the generation current for Eg = 0.70 eV.**

*Answer.* A blackbody emits into a hemisphere, per unit area, time and energy, the photon flux

b(E,T) = (2π/h³c²) E² / [exp(E/kT) − 1].

This is the photon density per unit energy, with mode density 8πE²/(h³c³), multiplied by c/4. The solar flux is φ = s b(E,Ts), where the constant s is fixed by the irradiance. Expanding 1/(eˣ − 1) = Σₙ e⁻ⁿˣ and integrating each term by parts twice gives

N(E) = s (2π/h³c²) Σₙ exp(−nE/kTs) [E²kTs/n + 2E(kTs)²/n² + 2(kTs)³/n³], n = 1, 2, …

The staircase is a sum of unit steps, one at each multiple of the gap:

floor(E/Eg) = Σₖ θ(E − kEg), k = 1, 2, …

The pair generation rate is therefore

G = ∫ m(E) φ(E) dE = Σₖ N(kEg).

For Eg = 0.70 eV, N(Eg) = 3.467×10²¹ m⁻²s⁻¹, which is a one-pair current of 55.54 mA/cm². Of these photons 53.24 percent lie above 2Eg, 23.44 percent above 3Eg and 9.14 percent above 4Eg. These terms give

1 + 0.5324 + 0.2344 + 0.0914 = 1.858

pairs per absorbed photon. The full sum gives qG = 105.94 mA/cm², or 105.94/55.54 = 1.907 pairs per photon, so the stairs from the fifth upward add 0.049.

**(b) What fraction of the incident power would be kept if each pair delivered the full gap energy? Find its behaviour for small gaps.**

*Answer.* The fraction is u = EgG/P, with Eg in joules. Write the sum in G as a trapezoidal sum for the integral of N:

Eg [N(0)/2 + Σₖ N(kEg)] ≈ ∫₀^∞ N(E) dE.

The correction of order Eg² is proportional to N′(0) = −φ(0), which vanishes because φ starts linearly in E. Integration by parts gives ∫N dE = ∫Eφ dE = P. Hence

EgG ≈ P − EgN(0)/2.

The mean photon energy is ⟨E⟩ = P/N(0), so

u ≈ 1 − Eg/(2⟨E⟩).

On average half a gap is lost per incident photon: the remainder of E after division by Eg is spread almost evenly between zero and Eg.

For a blackbody,

⟨E⟩ = kTs ∫x³/(eˣ−1)dx / ∫x²/(eˣ−1)dx = 2.701 kTs = 1.350 eV.

At Eg = 0.05 eV the predicted loss is 0.05/2.700 = 1.852 percent, in agreement with direct summation. At 0.70 eV the formula gives a loss of 25.9 percent, and the full sum gives 100 − 74.16 = 25.84 percent.

The fraction u tends to one as the gap tends to zero. It is not yet an efficiency, because a pair delivers qV and not Eg.

**(c) What is the chemical potential of the light emitted at energy E? Check the answer with a narrow band in which m = 2.**

*Answer.* Each pair carries the free energy qV, the separation of the two quasi-Fermi levels. The reaction

photon ⇌ m pairs

is in balance when the free energies on its two sides are equal. The emitted photons therefore have chemical potential μ = m qV, and the cell emits

φc(E,μ) = (2π/h³c²) E² / {exp[(E − μ)/kTc] − 1}.

For the check, let the cell exchange photons only in a narrow band at E, and let an undiluted source at Ts fill its whole hemisphere. At open circuit absorption balances emission, so the two occupation numbers are equal:

(E − μ)/Tc = E/Ts, hence μ = E(1 − Tc/Ts).

With μ = 2qV, a photon absorbed close to open circuit delivers the energy 2qV = E(1 − Tc/Ts), which is the Carnot value. For a band at 1.405 eV the numerical balance gives μ = 1.332 eV, or 0.948 of the photon energy, as it should.

Had we set μ = qV, the same balance would give qV = 1.332 eV. Two pairs would then deliver 2.664 eV from a photon of 1.405 eV, which is more than the photon carries. The excess of 1.26 eV would have to be heat drawn from the lattice at Tc and turned wholly into work, which the second law forbids. The factor m in the chemical potential is thus required.

**(d) Derive the operating voltage and efficiency for Eg = 0.70 eV, and justify any approximation.**

*Answer.* Counting pairs gained and lost, with current delivered by the cell taken as positive,

J(V) = q { G + ∫ m φc(E,0) dE − ∫ m φc(E, m qV) dE }.

The second term is absorbed ambient radiation. The small solid angle occupied by the sun is not subtracted from it. The term ensures that J = 0 at V = 0 in the dark.

Consider the emission from stair k, where kEg ≤ E < (k+1)Eg. Here k is the integer stair number, except in the product kTc, where it is the Boltzmann constant. To leading order in kTc/Eg it consumes pairs at the rate

Rₖ ≈ k (2π/h³c²) kTc (kEg)² exp[−k(Eg − qV)/kTc],

where the first k counts pairs per photon. Therefore

R₂/R₁ ≈ 2 × 4 × exp[−(Eg − qV)/kTc].

We drop the higher stairs now and check this ratio once V is known. On the first stair, Eg − qV ≫ kTc allows the Boltzmann form φc(E,qV) ≈ eᵛ φc(E,0). With R0 the first-stair emission at V = 0,

J = q [G − R0(eᵛ − 1)].

The power is proportional to v(G + R0 − R0eᵛ). Setting its derivative to zero gives

G + R0 − R0eᵛ(1 + v) = 0.

Division by R0 and multiplication by e turn this into

(1 + v) e^(1+v) = e(1 + G/R0).

The Lambert function W solves W e^W = x, so

v = W[e(1 + G/R0)] − 1.

The same condition gives R0eᵛ = (G + R0)/(1 + v), and hence

J = q(G + R0) v/(1 + v).

For the numbers, qR0 = 3.757×10⁻⁷ mA/cm², so G/R0 = 2.820×10⁸ and v = 16.59. Then

V = 16.59 × 0.02585 V = 0.429 V,

J = 105.94 × 16.59/17.59 = 99.9 mA/cm²,

η = 0.429 × 99.9/100 = 42.9 percent,

where 100 mW/cm² is the irradiance. The calculation with all stairs gives 42.85 percent. A separate sum over fine energy and voltage grids, using the literal floor function, agrees within 0.01 percentage points.

The neglected ratio is now 8 exp(−0.2711/0.02585) = 2.2×10⁻⁴, and the full integrals give 2.15×10⁻⁴. The approximation is sound at one sun. Concentrated light raises v and with it this ratio. With G a thousand times larger, the formula for v gives 23.2. Since Eg/kTc = 27.1, the estimated ratio is then 8 exp(23.2 − 27.1) ≈ 0.16, and emission from the second stair is no longer negligible beside that from the first. The one-stair formula then overestimates v: with all stairs kept, v is 22.9 and the ratio is 0.12.

Without multiplication the same gap gives 21.59 percent at 0.413 V. Most of the near doubling comes from the generation current, which rises by a factor of 1.907. The voltage adds a factor 0.4289/0.4131 = 1.04, since more generation supports a higher carrier density.

**(e) Estimate the best gap and its efficiency, and compare with the full optimum. How far does the result depend on the spectrum?**

*Answer.* Since R0 ≪ G, the efficiency separates into three factors:

η = (EgG/P) × (qV/Eg) × v/(1 + v).

Let δ = Eg − qV be the energy per pair lost to the voltage. With part (b), and a = 2⟨E⟩, the first two factors are

(1 − Eg/a)(1 − δ/Eg) = 1 + δ/a − Eg/a − δ/Eg.

If δ is held fixed, the derivative with respect to Eg is −1/a + δ/Eg². It vanishes at

Eg = √(aδ), where the product equals [1 − √(δ/a)]².

The value δ = 0.271 eV from part (d) and a = 2.700 eV give Eg ≈ 0.86 eV and a product of 0.467. Multiplication by v/(1 + v) ≈ 0.943 gives about 44 percent.

The full calculation puts the optimum at 0.78 eV with 43.1 percent. The estimate has the right size but too large a gap. In fact δ is not fixed: the condition in part (d) gives

δ ≈ kTc ln[R0 exp(Eg/kTc)(1 + v)/G],

which grows with Eg, because G falls while v and the prefactor of R0 rise. It rises from 0.271 eV at 0.70 eV to 0.296 eV at 0.86 eV. This favours a smaller gap and alone would move the maximum of the first two factors to about 0.71 eV. The third factor v/(1 + v) grows with the gap, from 0.943 to 0.956 over the same range, and pulls the optimum back to 0.78 eV. The maximum is broad: at 0.70 eV the efficiency is only 0.2 percentage points lower.

The best one-pair cell reaches 30.3 percent at 1.28 eV. Ideal multiplication therefore adds 12.8 percentage points and moves the optimum to a much smaller gap, where there are more photons above the second and higher stairs.

The terrestrial spectrum has absorption bands and is not used here, so the optimum found above need not apply to it. A crude model shows the sensitivity. Let the blackbody light pass only in the windows 0.50–0.64, 0.69–0.87 and 0.92–4.10 eV, and rescale it to 1000 W/m². The optimum becomes 45.2 percent at 0.92 eV, the upper edge of an opaque band. A gap of 0.69 eV, which is not itself a maximum, still gives 44.7 percent. Changes of one or two points in efficiency, and of more than 0.1 eV in the best gap, are thus within reach of the spectral shape. The filter is not a measured atmosphere, and its figures are not a prediction for one.

**(f) Suppose multiplication starts only at three gaps: two pairs from 3Eg, three from 4Eg, and so on. Is it still useful?**

*Answer.* Compare this late staircase with the ideal one. Between 2Eg and 3Eg it gives one pair instead of two. From 3Eg upward it gives floor(E/Eg) − 1 pairs. It is one pair short for every photon above 2Eg, so

G_late = G − N(2Eg) = N(Eg) + N(3Eg) + N(4Eg) + …

The term removed is the largest of the multiplication terms. Optimizing each yield law over the gap gives:

- one pair per photon: 30.28 percent at 1.276 eV;
- late staircase: 31.88 percent at 1.092 eV;
- ideal staircase: 43.06 percent at 0.780 eV.

The late staircase gains 1.60 percentage points, one eighth of the ideal gain of 12.79 points. In this sense the late staircase leaves almost no gain.

The reason is a conflict between photon supply and voltage. At the one-pair optimum, 3Eg is 3.83 eV, and only 3.29 percent of the absorbed photons exceed it. Adding the late staircase there raises the efficiency to 31.45 percent.

A smaller gap brings more photons above threshold: 23.44 percent of those absorbed at 0.70 eV. The late staircase then raises the efficiency from 21.59 to 30.28 percent, a relative gain of 40 percent. But the voltage keeps only 0.601 of the gap, against 0.726 at the one-pair optimum. The large gain lifts a poor cell to about the level of the best one-pair cell. That the two efficiencies agree to all digits given is an accident of the chosen gap. The statement "almost no gain" therefore holds for the best achievable efficiency, not for every fixed gap.

**(g) Does the threshold energy alone decide the matter? How does nonradiative recombination affect the case for small gaps?**

*Answer.* It does not. Suppose the yield stays at one up to 3Eg and then jumps directly to three, following floor(E/Eg) from there on. The threshold is unchanged, but each photon above it now gives one pair more than on the late staircase:

G_jump = G_late + N(3Eg).

The optimum becomes 35.9 percent at 0.63 eV, a gain of 5.6 points. Both the threshold and the yield above it must be specified.

Nonradiative recombination is one neglected loss that weighs more heavily on small gaps. Series resistance is another, because a small-gap cell delivers a larger current at a lower voltage; it remains neglected here. Suppose that only a fraction y of all recombination is radiative, with y independent of voltage and of the gap. The recombination rate R0eᵛ is then replaced by R0eᵛ/y, and the condition for maximum power becomes

v + ln(1 + v) ≈ ln(yG/R0).

A small change in v alters the left side by [1 + 1/(1 + v)] times that change. For y = 0.01 the right side falls by 4.6, so v falls by about 4.3 at Eg = 0.70 eV and 4.5 at the one-pair optimum, and the voltage by 0.11 to 0.12 V. That is roughly a quarter of the 0.43 V available at Eg = 0.70 eV, but only about an eighth of the 0.93 V at the one-pair optimum. Nonradiative loss thus weakens the case for small gaps, but it does not remove the advantage of multiplication. If the gap is optimized again at y = 0.01, the ideal staircase reaches 34.63 percent at 1.02 eV and the one-pair cell 26.56 percent at 1.37 eV. The gain falls from 12.8 to 8.1 points. Only the full gain requires nearly radiative material, as well as a yield that follows the ideal staircase. That staircase is only the bound set by energy conservation. In real materials, momentum conservation and competing carrier cooling raise the threshold and make the yield rise gradually above it, so the figures here are upper limits.

The main values used in these answers are collected in the numerical output below.

Table of computed values

```
Sun temperature 5800 K, cell 300 K
Irradiance 1000 W/m^2, cell kT 0.02585 eV
Mean solar photon energy 1.3501 eV
Small-gap test at 0.05 eV: loss 1.852 %
  half-gap formula 1.852 %
Two-pair band at 1.405 eV: mu 1.3322 eV
  mu/E 0.9482, Carnot 0.9483
  wrong rule would deliver 2.6643 eV per photon
Worked gap 0.70 eV
  solar photon flux above gap 3.4667e+21 1/(m^2 s)
  fraction of these above 2 gaps 53.24 %
  fraction of these above 3 gaps 23.44 %
  fraction of these above 4 gaps 9.14 %
  ideal generation current 105.94 mA/cm^2
  one-pair generation current 55.54 mA/cm^2
  carrier energy gap*G/P 74.16 %
  first-stair emission current at V=0 3.7573e-07 mA/cm^2
  G/R0 2.8196e+08, reduced voltage v 16.5899
  hand: V 0.4289 V, efficiency 42.853 %
  full: V 0.4289 V, efficiency 42.852 %
  full: current 99.92 mA/cm^2
  second/first stair emission (pairs) 2.15e-04
  single: V 0.4131 V, efficiency 21.59 %
  late: V 0.4209 V, efficiency 30.28 %
  jump: V 0.4247 V, efficiency 35.79 %
Optimum over the gap:
  single: gap 1.276 eV, efficiency 30.28 %, gain 0.00 points
  ideal: gap 0.780 eV, efficiency 43.06 %, gain 12.79 points
  late: gap 1.092 eV, efficiency 31.88 %, gain 1.60 points
  jump: gap 0.631 eV, efficiency 35.89 %, gain 5.61 points
Late gain / ideal gain 12.5 %
At ideal optimum, photons above 2 gaps 47.44 % of absorbed
At late optimum, photons above 3 gaps 6.34 % of absorbed
At single optimum, photons above 3 gaps 3.29 % of absorbed
qV/gap: late at 0.70 eV 0.6013, single at its optimum 0.7256
Late staircase at the single optimum gap: efficiency 31.45 %
Filter model, open windows in eV: 0.50-0.64, 0.69-0.87, 0.92-4.10
  ideal optimum 0.920 eV, 45.18 %
  ideal at 0.69 eV 44.73 %
```
